When the end of a tight-binding chain binds a Tamm state

Take a chain of sites n = 0, 1, 2, ... that starts at n = 0 and never ends. An electron hops between neighbours with amplitude 1, every site has energy 0, and the end site alone has energy 2. Try the amplitudes 1, 1/2, 1/4, and so on. At the end site the Hamiltonian gives 2·1 + 1/2 = 5/2, which is 5/2 times the amplitude there. At the next site it gives 1 + 1/4 = 5/4, again 5/2 times the amplitude 1/2. Every later site repeats this with all numbers halved. The electron is bound to the end with energy 5/2, above the band of the chain, which runs from −2 to 2.

Now lower the end energy to 1/2 and try 1, 2, 4, .... The end site gives 1/2 + 2 = 5/2, and the next gives 1 + 4 = 5 = (5/2)·2. The energy is again 5/2, but the amplitudes grow without limit, so this is no bound state. Between the two cases, an end energy of 1 is solved by 1, 1, 1, ... at energy 2, the band edge. The decaying solution has turned into a growing one as the end energy passed the hopping amplitude.

In general, let each site carry one orbital, orthogonal to all the others. The site energy is ε, except ε + U at n = 0. All nearest-neighbour bonds, the end bond included, have the same real hopping h ≠ 0, of either sign. With x = E − ε, the Schrödinger equation for the amplitudes ψ_n is

x ψ_n = h(ψ_{n−1} + ψ_{n+1}), n ≥ 1,

x ψ_0 = U ψ_0 + h ψ_1.

Since the Hamiltonian is Hermitian, x is real. Inserting ψ_n = λⁿ in the first equation and dividing by λⁿ gives

x = h(λ + 1/λ), or λ² − (x/h)λ + 1 = 0.

The two roots have product 1, and the discriminant is x²/h² − 4. Three cases follow.

If |x| < 2|h|, the roots are e^{ik} and e^{−ik} with k real and sin k ≠ 0. The solution is A e^{ikn} + B e^{−ikn}. Any two neighbouring amplitudes determine A and B through equations whose determinant has the fixed modulus 2|sin k|, so the amplitudes cannot tend to zero unless A = B = 0. No state inside the band is normalizable.

If |x| = 2|h|, the roots coincide at s = ±1, and the solution is (A + Bn)sⁿ. This does not tend to zero either.

If |x| > 2|h|, the roots are real and different. One has modulus below 1 and the other above 1. A normalizable state can contain only the first, so ψ_n = ψ_0 λⁿ with |λ| < 1. The end equation then reads x = U + hλ. Subtracting it from x = hλ + h/λ leaves

U = h/λ, or λ = h/U.

Thus U = 0 gives no bound state, and |λ| < 1 means |U| > |h|. Conversely, if |U| > |h|, the amplitudes (h/U)ⁿ satisfy both equations and are normalizable. **A state outside the band exists if and only if |U| > |h|**, and it is unique because λ is. Its energy is

E = ε + h(h/U + U/h) = ε + U + h²/U.

It lies above the band for U > 0 and below it for U < 0. The energy formula alone does not decide existence: it also gives a value outside the band for 0 < |U| < |h|, where it belongs to the growing solution.

The distance of the level from the nearest band edge, its clearance, is

Δ = |U| + h²/|U| − 2|h| = (|U| − |h|)²/|U|.

The norm follows from the geometric series Σ λ²ⁿ = 1/(1 − λ²), so the end site holds the probability

w = 1 − h²/U².

For |U| ≫ |h| the electron sits almost wholly on the end site. Close to threshold, with |U| = |h|(1 + δ) and δ small and positive, Δ ≈ |h|δ² and w ≈ 2δ, while the probability falls by a factor e over about 1/(2δ) sites. The state therefore leaves the band with zero clearance, and its extent grows without limit as the threshold is approached from above.

The existence condition, energy, decay factor and end-site probability were tested by diagonalizing chains of 300 sites with h = 1 and h = −0.7, for nine values of U/|h| from −2.5 to 2.5. One level lay outside the band at |U|/|h| = 1.3 and 2.5, and none at 0, 0.4 and 0.9. The energies agreed with the formula to rounding error.

The reason for a threshold appears if the bulk equation is extended to n = 0 with a fictitious amplitude ψ_{−1}. Comparison with the true end equation gives

U ψ_0 = h ψ_{−1}.

For U = 0 the missing neighbour thus forces a node at n = −1. To look at states above the band, write ψ_n = sⁿ f_n, where s is the sign of h. Then U f_0 = |h| f_{−1}. An envelope f that decays into the chain needs f_{−1} > f_0 > 0, hence U > |h|. The shift must first undo the node and then reverse the slope.

A shifted site deep inside an infinite chain has no such node to overcome. There the bound state is ψ_n = λ^{|n|}, measured from the shifted site, whose own equation is x = U + 2hλ. With x = hλ + h/λ this gives

U = h(1/λ − λ), or λ² + (U/h)λ − 1 = 0.

The roots have product −1, so one has modulus below 1 whenever U ≠ 0. Squaring gives

x² = h²(1/λ + λ)² = h²(1/λ − λ)² + 4h² = U² + 4h².

An inner site therefore binds for any nonzero shift, with |x| = √(U² + 4h²).

Below threshold the end site's probability must belong entirely to band states. To see this, let G be the end-site element of the inverse of E − H. It is the amplitude φ_0 of the response to a unit source at the end:

(x − U)φ_0 − hφ_1 = 1.

The chain from n = 1 onward is driven by hφ_0, so φ_1 = g hφ_0, where g is the end response of an unshifted chain. Hence G = 1/(x − U − h²g). Setting U = 0 turns G into g, so that g = 1/(x − h²g). With S = h²g this becomes S² − xS + h² = 0. Inside the band, with R = √(4h² − x²) and E given a vanishing positive imaginary part, the root with negative imaginary part applies:

S = (x − iR)/2.

The density of states on the end site, ρ = −Im G/π, is then

ρ = (1/π)(R/2)/[(x/2 − U)² + R²/4] = R/[2π(h² + U² − Ux)].

In the last step the terms x²/4 cancelled. To integrate over the band, put x = 2|h|cos θ. Then R = 2|h|sin θ, and

∫ρ dx = (2h²/π) ∫₀^π sin²θ/(h² + U² − 2U|h|cos θ) dθ.

For |r| < 1, summing the geometric series of r e^{iθ} and taking the real part gives

(1 − r²)/(1 − 2r cos θ + r²) = 1 + 2 Σ rᵐ cos mθ, m ≥ 1.

Multiplying by cos mθ and integrating from 0 to π gives π rᵐ, so

∫₀^π cos mθ/(1 − 2r cos θ + r²) dθ = π rᵐ/(1 − r²).

With sin²θ = (1 − cos 2θ)/2, the integral of sin²θ over the same denominator is (π/2)(1 − r²)/(1 − r²) = π/2. If |U| < |h|, take r = U/|h|. The denominator in ∫ρ dx is h²(1 − 2r cos θ + r²), and the total is 1. If |U| > |h|, take r = |h|/U. The denominator is U²(1 − 2r cos θ + r²), and the total is h²/U². The missing part, 1 − h²/U², is the weight w found above.

The threshold |U| = |h| depends on the end bond being equal to the others. Let that bond be h′ ≠ 0. For n ≥ 1 the decaying solution is ψ_n = Cμⁿ with x = h(μ + 1/μ). The equation at n = 1 gives h′ψ_0 = Cμ(x − hμ) = Ch, and the end equation (x − U)ψ_0 = h′Cμ then becomes

x − U = h′²μ/h.

For a state above the band, μ has the sign of h. With m = |μ|,

U = |h|(m + 1/m) − h′²m/|h|.

As m rises from 0 to 1, the right side falls steadily from infinity to its value at m = 1, because its derivative |h|(1 − 1/m²) − h′²/|h| is negative. A solution with m < 1 therefore exists if and only if

U > 2|h| − h′²/|h|.

Reversing the sign of every second amplitude, together with those of U and x, gives the condition for a state below the band: −U must exceed the same value. A stronger end bond lowers the threshold, and if h′² > 2h² a state appears on each side even at U = 0.

A finite chain of N equal bonded sites raises the threshold instead. At the upper edge the envelope is linear and must vanish at n = N, so f_n = N − n, and U f_0 = |h| f_{−1} gives

U = |h|(N + 1)/N.

This envelope has no sign change, so it belongs to the highest level, which rises with U. Diagonalization gave thresholds of 1.2000, 1.0500 and 1.0250 in units of |h| for 5, 20 and 40 sites, as the formula requires.

A stack of silicon quantum wells separated by silicon–germanium barriers can serve as such a chain, with one well per site. For growth along [001] with the silicon under tensile strain, rough typical parameters are a barrier height V = 0.15 eV and an electron mass M = 0.92 m_e along the stack. The calculation takes one atomic layer as 0.1358 nm, the unstrained value. The wells have 22 layers, a = 2.987 nm, and the barriers 7 layers, b = 0.950 nm, so the period is L = 3.937 nm. Suppose that atomic layer etching thins the last well by whole layers, and that it is then capped with thick barrier alloy. Confinement raises its level, which supplies U > 0. All other thicknesses are held fixed.

Measure E from the bottom of the wells, with k = √(2ME)/ħ and κ = √(2M(V − E))/ħ. In an isolated well the lowest state is cos kz inside, measured from the centre, and decays as e^{−κ|z|} outside. Continuity of ψ and ψ′ gives

k tan(ka/2) = κ.

For the periodic stack, the pair (ψ, ψ′) is carried across a well by the matrix with rows (cos ka, sin ka/k) and (−k sin ka, cos ka). Across a barrier the rows are (cosh κb, sinh κb/κ) and (κ sinh κb, cosh κb). Both determinants are 1, and a Bloch state is multiplied by e^{±iqL} over one period, so the trace of the product is 2 cos qL:

cos qL = cos ka cosh κb + [(κ² − k²)/(2kκ)] sin ka sinh κb.

The lowest miniband is matched to E(q) = ε + 2h cos qL + 2h₂ cos 2qL, where h₂ is the second-neighbour hopping. With E₀, E₁ and E₂ the energies at qL = 0, π/2 and π,

ε = (E₀ + 2E₁ + E₂)/4, h = (E₀ − E₂)/4, h₂ = (E₀ + E₂ − 2E₁)/8.

The results are ε = 24.444 meV, h = −2.196 meV and h₂ = 0.154 meV. This three-point fit absorbs the third-neighbour hopping, about −0.018 meV, into h; the nearest-neighbour Fourier coefficient alone is −2.178 meV. The shift U is taken as the isolated level of the thinned well minus ε. This is an approximation, since the end well still has one neighbour. It gives

no layer removed: U = 0.25 meV, U/|h| = 0.11
one layer: U = 1.95 meV, U/|h| = 0.89
two layers: U = 3.83 meV, U/|h| = 1.74
three layers: U = 5.91 meV, U/|h| = 2.69
four layers: U = 8.23 meV, U/|h| = 3.75

The chain model predicts a Tamm state once two layers are gone. A direct finite-difference solution of the Schrödinger equation for 40 wells, which makes no tight-binding assumption, gives the same verdict. Its highest miniband level is 0.02 meV below the band top for zero and one layer, and 0.58, 2.17 and 4.21 meV above it for two, three and four. The model clearances in the last three cases are 0.70, 2.34 and 4.42 meV. Halving the grid spacing raises the three-layer level by 0.0065 meV, and on ever finer grids the three continuum clearances settle about 0.01 meV above the values quoted here, while the zero- and one-layer levels settle 0.017 and 0.014 meV below the band top. Silicon layers 0.8% thinner, as tensile strain may make them, would change these clearances by about 0.01 meV or less. If the alloy layers are also 1% thicker, the clearances rise by 0.02 to 0.06 meV.

For three layers the model arithmetic is

h²/U = 2.196²/5.914 = 0.815 meV,

E = 24.444 + 5.914 + 0.815 = 31.17 meV,

Δ = (5.914 − 2.196)²/5.914 = 2.34 meV,

λ = −2.196/5.914 = −0.371, w = 1 − 0.371² = 0.86.

The probability falls by a factor e over L/(2 ln(1/|λ|)) = 1.99 nm, about half a period. The sign alternates from well to well because h is negative and the state lies above the band. In the continuum solution the amplitude ratio between the first two well centres is −0.45, and 0.80 of the probability lies in the end cell, counted to the middle of the first barrier. The continuum state thus has 0.20 of its probability outside the end cell, where the model has 0.14 outside the end site.

The model clearance is 0.17 meV too large, or 8% of the continuum value. The continuum level is 0.14 meV above the model level, but the band top is higher by 2h₂ = 0.31 meV, and the difference of these two shifts accounts for the error. The end bond also changes. Estimated as the geometric mean of the hoppings for full and thinned wells, its size is 2.58 meV, which would lower the threshold in the three-layer geometry from 2.20 to 1.36 meV. That correction alone would raise the level and enlarge the clearance, so other neglected terms must outweigh it here.

The continuum solution is itself a one-electron, one-band, one-valley model with equal masses and flat interfaces. It treats only motion along the stack. Electrons also move freely in the plane of the wells, so miniband states with enough in-plane energy have the same total energy as the Tamm state. The clearance is thus a gap for motion along the stack, not for the total energy, and scattering that changes the in-plane motion can carry an electron from the Tamm state into the miniband. Real silicon–germanium interfaces are neither perfectly flat nor perfectly abrupt. If the end well is one layer thicker or thinner than the intended three-layer cut, the continuum clearance changes from 2.17 to 0.58 or 4.21 meV. An inner well one layer too thin is shifted by 1.70 meV and, by the inner-site formula, binds its own state 0.32 meV above the band; the continuum model gives 0.36 meV. Silicon also has two valleys along the stack, which the interfaces couple. This splits each well level by an amount that depends on the number of layers and on the sharpness of the interfaces. The 0.3 meV listed in the numerical output is a rough input, not a value calculated for these wells. In wells this thin with abrupt interfaces the splitting can reach several meV, more than the three-layer clearance, and one removed layer may then be enough to bind a state. Thermal energy is 0.34 meV at 4 K and equals the three-layer clearance at 25 K, while a field of 0.0055 MV/cm drops the same energy across one period. The two-layer rule is therefore a result of the one-valley model for these thicknesses, a barrier height between 0.11 and 0.17 eV, a thick alloy cap and layer-uniform wells. In a real stack it can be trusted only at low temperature, in a weak field and where the valley splitting, in the thinned well as well as in the full ones, is small compared with the two-layer clearance of 0.58 meV. The silicon must also stay strained: if the barriers match a relaxed alloy substrate, a misfit near 1% has an equilibrium critical thickness of roughly 9 nm of silicon, about three wells, so a long stack needs strain balancing, which changes the barrier height. The barrier height matters because it sets both h and U: in the same continuum model one layer is enough at 0.20 eV, while two are not enough at 0.10 eV. A bare or oxidized end would set a different U. Further values for the 0.15 eV barrier are in the numerical output.

Computed values

```
largest energy error, chain diagonalization: 6.7e-16 |h|
largest relative moment error: 3.0e-13
threshold U/|h| for 5 sites: 1.2000
threshold U/|h| for 20 sites: 1.0500
threshold U/|h| for 40 sites: 1.0250
rough inputs: barrier 0.15 eV, mass 0.92 m_e
atomic layer: 0.1358 nm
well: 22 layers = 2.987 nm
barrier: 7 layers = 0.950 nm
period: 3.937 nm
isolated full well level: 24.692 meV
miniband centre eps: 24.444 meV
hopping h: -2.196 meV
second-neighbour hopping: 0.154 meV
nearest-neighbour band top: 28.837 meV
periodic-well band top: 29.145 meV
clearance = highest level minus band top; model value if bound
0 layers off: U 0.247 meV, U/|h| 0.113, model unbound, continuum -0.024 meV
1 layers off: U 1.950 meV, U/|h| 0.888, model unbound, continuum -0.020 meV
2 layers off: U 3.831 meV, U/|h| 1.744, model 0.697 meV, continuum 0.584 meV
3 layers off: U 5.914 meV, U/|h| 2.693, model 2.337 meV, continuum 2.168 meV
4 layers off: U 8.230 meV, U/|h| 3.747, model 4.424 meV, continuum 4.210 meV
example: 3 layers removed
model Tamm energy: 31.174 meV
continuum Tamm energy: 31.314 meV
continuum shift, grid halved: 0.0065 meV
continuum shift, 40 to 60 wells: 7.8e-12 meV
model amplitude factor h/U: -0.3713
continuum ratio at first two well centres: -0.4479
model end-site weight: 0.8621
continuum end-cell weight: 0.7971
model probability decay length: 1.987 nm
model minus continuum clearance: 0.169 meV
end-bond hopping size, mean estimate: 2.579 meV
threshold U with that end bond: 1.364 meV
level shift, one-layer fault in inner well: 1.702 meV
clearance of state bound at that fault: 0.318 meV
kT at 4 K: 0.345 meV
temperature where kT equals clearance: 25.2 K
field whose drop per period equals clearance: 0.00551 MV/cm
valley splitting, rough input: 0.3 meV
valley splitting / continuum clearance: 0.138
barrier edge above Tamm level: 118.7 meV
```
